# Adjoint or Finite-Difference Gradients for Grating Reflectance

A red laser beam falls on a grating of silicon lines, and a detector records the power in each reflected order. From these few numbers one wants the line's height, width and wall shape. One route is to simulate a trial profile, compare and correct it. A gradient-based correction needs the derivative of the reflectance with respect to every fitted profile parameter. A profile cut into ten slices already has thirty.

A simulation program may offer a setting for such derivatives. Numerical differentiation displaces each parameter and solves again. The analytic, or adjoint, option solves one further field problem and obtains all derivatives of one scalar output from integrals. The choice resembles that between numerical and analytic forces in an electronic-structure program. This guide derives what the adjoint option computes, and from that when to select it.

## The field problem

The lines run along $y$, the period along $x$ is $\Lambda$, and $z$ points up from the substrate into vacuum. Fields vary as $e^{-i\omega t}$. The plane of incidence is perpendicular to the lines and the electric field is parallel to them (TE polarisation). The materials are non-magnetic, with scalar relative permittivity $\varepsilon(x,z)$.

Maxwell's equations give $\nabla\times\nabla\times\mathbf E=k_0^2\varepsilon\mathbf E$, with $k_0=\omega/c=2\pi/\lambda$. Since $\mathbf E=E(x,z)\hat{\mathbf y}$ has no divergence, the double curl is $-\nabla^2\mathbf E$, and

$$(\nabla^2+k_0^2\varepsilon)E=0. \tag{1}$$

For incidence angle $\theta$, the transverse wavenumbers are $k_{xm}=k_0\sin\theta+2\pi m/\Lambda$, and $k_{zm}=\sqrt{k_0^2-k_{xm}^2}$, positive or positive imaginary. Above the lines, with $z$ measured from a fixed plane,

$$E=e^{ik_{x0}x-ik_{z0}z}+\sum_m r_m e^{ik_{xm}x+ik_{zm}z}. \tag{2}$$

The vertical power flow of a propagating plane wave is proportional to $k_z|E|^2$. The fraction of incident power in order $m$ is therefore $R_m=(k_{zm}/k_{z0})|r_m|^2$.

## Why a second field gives every derivative

Change the permittivity by $\delta\varepsilon$ at fixed wavelength, angle and period. Subtracting the old equation from the new one gives, without approximation,

$$(\nabla^2+k_0^2\varepsilon)\,\delta E=-k_0^2\,\delta\varepsilon\,(E+\delta E). \tag{3}$$

To first order the $\delta E$ on the right is dropped. The incident wave is unchanged, so $\delta E$ contains outgoing waves only, with amplitudes $\delta r_m$ above the grating.

One could solve (3) for each parameter. To avoid this, introduce a field $\tilde E$ that obeys (1) in the unperturbed grating but is lit by waves $a_m e^{-ik_{xm}x-ik_{zm}z}$. These retrace the directions of the reflected orders; the amplitudes $a_m$ are still free. Multiply (3) by $\tilde E$, subtract $\delta E$ times the equation for $\tilde E$, and integrate over one period, from a plane in the substrate to a plane above the lines. The terms in $k_0^2\varepsilon$ cancel, and Green's identity turns the rest into a boundary integral:

$$\oint(\tilde E\,\partial_n\delta E-\delta E\,\partial_n\tilde E)\,dl=-k_0^2\int\delta\varepsilon\,E\tilde E\,dx\,dz. \tag{4}$$

The boundary has three parts.

- **Sides.** Over one period $\delta E$ gains the phase $e^{ik_{x0}\Lambda}$ and $\tilde E$ gains $e^{-ik_{x0}\Lambda}$. Their product is periodic, the outward normals are opposite, and the two sides cancel.
- **Bottom.** Integration over $x$ pairs $e^{ik_{xm}x}$ with $e^{-ik_{xm}x}$. Both fields leave downwards with the same vertical wavenumber, so the two terms are equal and cancel.
- **Top.** The outgoing part of $\tilde E$ cancels against $\delta E$ for the same reason. The incoming part does not: its vertical derivative is $-ik_{zm}$ times the wave, while that of $\delta E$ is $+ik_{zm}$. Each order leaves $\Lambda a_m\delta r_m(ik_{zm}+ik_{zm})$.

Hence $2i\Lambda\sum_m k_{zm}a_m\delta r_m=-k_0^2\int\delta\varepsilon E\tilde E\,dx\,dz$. Dividing by $2i\Lambda$ and using $-1/i=i$,

$$\sum_m k_{zm}a_m\,\delta r_m=\frac{ik_0^2}{2\Lambda}\int\delta\varepsilon\,E\tilde E\,dx\,dz. \tag{5}$$

Now let $F$ be any differentiable real function of the propagating $R_m$, with $F_m=\partial F/\partial R_m$. Since $\delta|r_m|^2=2\,\mathrm{Re}(r_m^*\delta r_m)$,

$$\delta F=\frac{2}{k_{z0}}\,\mathrm{Re}\sum_m k_{zm}F_m r_m^*\,\delta r_m .$$

The choice $a_m=F_m r_m^*$ makes this sum the left side of (5). With $\mathrm{Re}(iI)=-\mathrm{Im}\,I$,

$$\frac{dF}{dp}=-\frac{k_0^2}{k_{z0}\Lambda}\,\mathrm{Im}\int\frac{\partial\varepsilon}{\partial p}\,E\tilde E\,dx\,dz. \tag{6}$$

Neither $E$ nor $\tilde E$ depends on which parameter $p$ is asked for. One forward and one adjoint field therefore serve all parameters, for each wavelength, angle and scalar $F$. The adjoint illumination sends the reflected orders back with conjugated amplitudes, weighted by their importance to $F$. Absorption is allowed, because no complex conjugate of (1) was taken.

## Moving a wall

A displaced wall changes $\varepsilon$ by a large amount in a thin strip. First-order theory still holds, because the source in (3) is proportional to the strip's width. In TE polarisation $E$ and its gradient are continuous at the wall, so $\delta E$ in the strip vanishes with the width and the field there tends to the unperturbed wall value.

For a line of permittivity $\varepsilon_s$ in vacuum, moving the right wall $x_R$ outwards adds material: $\partial\varepsilon/\partial x_R=(\varepsilon_s-1)\,\delta(x-x_R)$. Moving the left wall to larger $x$ removes it, which gives the opposite sign. In a slice of the profile,

$$\int\frac{\partial\varepsilon}{\partial x_R}E\tilde E\,dx\,dz=(\varepsilon_s-1)\int_{\rm slice}E\tilde E\Big|_{x_R}dz. \tag{7}$$

Raising a horizontal interface replaces the material above by that below, so the integrand is $(\varepsilon_{\rm below}-\varepsilon_{\rm above})E\tilde E$ along the interface.

In TM polarisation the electric field normal to a wall jumps, the product at the wall is ambiguous, and (7) cannot be used. A different boundary expression is then needed.

## What the program differentiates

The solver used here expands the field in $2N+1$ harmonics, $E=\sum_n e_n(z)e^{ik_{xn}x}$, and takes $\varepsilon$ constant in $z$ within each slice. Let $T_{nm}=\varepsilon_{n-m}$ contain the Fourier coefficients of $\varepsilon$ and let $K$ be the diagonal matrix of $k_{xn}$. Then (1) becomes

$$e''=-Ae,\qquad A=k_0^2T-K^2 .$$

Write $b_n$ for the coefficient of $e^{-ik_{xn}x}$ in $\tilde E$. Multiplication by $\varepsilon$ now couples $b_m$ to $b_n$ through $\varepsilon_{m-n}=T_{mn}$, so $b''=-A^Tb$: the adjoint problem has the transposed matrix. With $\delta e''=-A\,\delta e-k_0^2\,\delta T\,e$,

$$\frac{d}{dz}\left(b^T\delta e'-b'^T\delta e\right)=b^T\delta e''-b''^T\delta e=-k_0^2\,b^T\delta T\,e,$$

because the two terms in $A$ cancel. This is Green's identity for the truncated equations, and the boundary terms are as before. Formula (6), evaluated with truncated fields, is thus the gradient of the truncated model itself, apart from quadrature and rounding. It inherits that model's truncation error.

The fields must be computed without growing exponentials. Start in the substrate, where only downward waves exist and $e'=Ye$ with $Y=-i\,\mathrm{diag}(k^s_{zn})$, $k^s_{zn}$ being the vertical wavenumbers there. In a slice of thickness $d$, solve $AW=Wq^2$ with $q$ diagonal and $\mathrm{Im}\,q\ge0$. At height $s$ above the slice bottom put $e=Wu$,

$$u=e^{iq(d-s)}c+e^{iqs}g .$$

Let $X=e^{iqd}$ and $y=W^{-1}YW$. At $s=0$, $u=Xc+g$ and $u'=iq(g-Xc)$. The condition $u'=yu$ gives $(iq-y)g=(iq+y)Xc$, or $g=\Gamma Xc$ with $\Gamma=(iq-y)^{-1}(iq+y)$. At $s=d$, with $S=X\Gamma X$, $u=(1+S)c$ and $u'=iq(S-1)c$. Hence

$$Y_{\rm top}=W\,iq(S-1)(1+S)^{-1}W^{-1},$$

which starts the next slice. Above the last slice, let $h$ hold the incident amplitudes and $k_z$ the diagonal matrix of $k_{zn}$. Then $e=h+r$ and $e'=ik_z(r-h)$, so that $(ik_z-Y)r=(ik_z+Y)h$. A downward pass recovers $c$ and $g$ in every slice, and with them the field for (7).

## A silicon grating

Take $\lambda=633$ nm, $\theta=30°$, $\Lambda=500$ nm and silicon index $3.88+0.02i$. The lines are 200 nm high and 200 nm wide at mid-height. Without lean, each wall would have a horizontal run of 20 nm from bottom to top. A lean displaces the line's top by 4 nm relative to its bottom, so the left and right walls run 24 and 16 nm. Ten slices of equal thickness, with edges taken at slice centres, give ten left edges, ten right edges and ten top interfaces. The field has 41 harmonics.

For order $-1$, $k_{x,-1}/k_0=0.5-633/500=-0.766$, so it propagates. Orders $+1$ and $-2$ have 1.766 and $-2.032$ and are evanescent, as are all higher ones. The solution gives $R_0=0.1626$ and $R_{-1}=0.1287$; a fraction 0.0669 is absorbed in the lines and 0.6418 enters the substrate.

For $F=R_0$, the adjoint incidence is one wave with transverse wavenumber $-k_{x0}$ and amplitude $r_0^*$. The thirty derivatives include these, in $10^{-6}$ per nm:

| Slice | Left edge | Right edge | Top interface |
|---|---:|---:|---:|
| 1 (bottom) | 431 | −434 | −69 |
| 5 | −505 | 507 | 96 |
| 8 | −868 | 821 | 164 |
| 10 (top) | 185 | −274 | −426 |

Widening the line near slice 8 raises $R_0$, while widening it at the bottom or top lowers it. The sign follows the phase of $E\tilde E$, which varies with height.

The derivatives were also formed by central differences, displacing each parameter by ±0.02 nm. This took 60 field solutions instead of two. The largest disagreement was $1.4\times10^{-7}$ of the largest derivative for $R_0$ and $0.9\times10^{-7}$ for $R_{-1}$, which needed a second adjoint field.

Engineering parameters follow by the chain rule, with no new field. A width increase moves each wall outwards by half of it. The ten left-edge derivatives sum to $-2998$ and the right-edge ones to $+2998$, so

$$\frac{dR_0}{dw}=\tfrac12(2998+2998)\times10^{-6}=2.998\times10^{-3}\ \text{per nm}.$$

The two sums cancel when added, as they must: shifting the whole line sideways changes no order's power.

In the same units of $10^{-6}$ per nm:

| Parameter | $R_0$ | $R_{-1}$ |
|---|---:|---:|
| Height | 33 | 1216 |
| Width | 2998 | 1140 |
| Wall run | −1043 | 129 |
| Lean | −156 | −328 |

The height derivative of $R_0$ is small through cancellation. When the line is stretched, interface $j$ rises by $j/10$ of the height change. The top surface contributes $-426$ and the nine lower interfaces together $+460$, leaving about 33. Order $-1$ supplies the missing height sensitivity. Two powers still cannot fix four parameters; further angles, wavelengths or polarisations are needed.

## Symmetry can save a field or hide a parameter

If the profile is mirror-symmetric, reflecting the forward field gives a solution incident with $-k_{x0}$. For $F=R_0$ therefore $\tilde E(x,z)=r_0^*E(-x,z)$, and no second solution is needed. The product $E\tilde E$ is even in $x$. Lean moves both walls of a slice the same way, their contributions to (6) have opposite signs, and the derivative vanishes.

The result extends to finite lean. Apply Green's identity to two fields in the same grating, incident with unit amplitude at $k_{x0}$ and $-k_{x0}$. There is no source, and only the pairings of each incident wave with the other's order 0 survive, so the two amplitudes $r_0$ are equal. Mirroring the grating exchanges the two incidences and reverses the lean. Hence $R_0$ is even in lean and cannot tell left from right.

Order $-1$ has no such protection in general. At zero lean its computed lean derivative is $-202\times10^{-6}$ per nm. Reversing the lean from +4 to −4 nm raises $R_{-1}$ by 0.00163, close to the linear estimate $8\times202\times10^{-6}=0.00162$.

A different saving occurs in the Littrow setting, where order $-1$ returns along the incident beam and $k_{x,-1}=-k_{x0}$. For $F=R_{-1}$ the adjoint wave then has the incident direction, and $\tilde E=r_{-1}^*E$ for any profile. The product is proportional to $E^2$, which need not be even, so lean is not hidden by this argument. For the present grating at its Littrow angle, $\sin\theta=\lambda/2\Lambda$, the lean derivative of $R_{-1}$ at zero lean is about $-198\times10^{-6}$ per nm. In the truncated model the forward and adjoint harmonics differ by one term at the ends of the range, so reusing $E$ holds only to truncation accuracy, here 0.2%.

## Selecting the derivative method

**Count outputs against parameters.** For $P$ parameters and $M$ separate outputs at one wavelength, angle and polarisation, the adjoint option needs at most $1+M$ fields, and never more than one adjoint field per propagating order, since further functions of the $R_m$ follow by the chain rule. Central differences need $2P$ displaced solutions, which supply all outputs at once. Solving (3) for each parameter needs $1+P$ fields, with an unchanged operator. By number of fields, the adjoint option suits many parameters and few outputs. Actual time also depends on how much of a matrix factorisation the solver reuses.

**Use a combined output when only its gradient is needed.** Suppose the target powers are those of a grating with height 198 nm and width 204 nm, other parameters held fixed: 0.1726 and 0.1301. For the misfit $F=\sum_m(R_m-R_m^{\rm target})^2$, the weights are $F_0=2(-0.010093)$ and $F_{-1}=2(-0.001384)$. One adjoint field, lit by both orders, gives $dF/dw=-63.7\times10^{-6}$ per nm. The separate derivatives agree:

$$2[(-0.010093)(2998)+(-0.001384)(1140)]\times10^{-6}\approx-63.7\times10^{-6}.$$

The height component is $-4.0\times10^{-6}$ per nm, so steepest descent first raises the height, although the target is lower. A descent direction reduces the misfit; it need not move each parameter towards its target. A Gauss–Newton fit uses the separate derivatives of all outputs, and so, with the adjoint option, needs in general one adjoint field for each.

**Choose a difference step with solver noise in mind.** If each computed $R$ has an error up to $\eta$, a central difference with step $h$ has an error of about $h^2|R'''|/6$ from the Taylor series and up to $\eta/h$ from noise. For $\eta=10^{-6}$ and $h=0.02$ nm, the latter is $50\times10^{-6}$ per nm, more than the height derivative of $R_0$. The adjoint formula has no division by $h$, but both of its fields must be converged.

**Converge the model separately.** Doubling the harmonic order, to 81 harmonics, changes $dR_0/dw$ from 2998 to $2993\times10^{-6}$ per nm, or 0.14%. This is far larger than the $10^{-7}$ disagreement between the two derivative methods, which share one truncated model. The number of slices matters more here. With forty slices instead of ten, the height, width, wall-run and lean derivatives become about 35, 3006, −1033 and −156 for $R_0$ and 1215, 1141, 132 and −311 for $R_{-1}$, in $10^{-6}$ per nm. The tabulated values belong to the ten-slice model; the lean derivative of $R_{-1}$ shifts by 5%.

**Limit the step of the fit.** For a width increase of 1 nm the gradient predicts a change of 0.00300 in $R_0$, and a new solution gives 0.00285. For 5 nm the values are 0.01499 and 0.01153, so the prediction is 30% too large relative to the solved change. Near a narrow resonance $\delta E$ grows quickly and the useful step can be much smaller.

**Check that the parameter is covered.** Changing wavelength, angle or period also alters the wavenumbers and adds terms absent from (6). At the threshold of an order, $k_{zm}=0$ and that order's term drops out of (5), so (6) still gives the profile derivatives of the other orders' powers. What is lost there is smooth dependence on wavelength, angle or period, because $k_{zm}$ varies as a square root near its zero.

## How far the example stands from a real target

Etched silicon gratings with periods of some hundred nanometres are used as optical targets, and the chosen index is a rough room-temperature value for red light. Without lean, the wall angle would be $\arctan(200/20)=84.3°$. Real targets also have oxide, roughness and imperfectly known optical constants. New solutions, with all other settings fixed, give the changes below. Dividing their size by $2.998\times10^{-3}$ per nm gives the width error that would imitate the same change of $R_0$, with all other parameters held fixed. It need not reproduce the change of $R_{-1}$, so a fit to both orders can shift other parameters too.

| Effect | Change of $R_0$ ($10^{-4}$) | Width error (nm) |
|---|---:|---:|
| Silicon index +0.01 | 17.5 | 0.58 |
| Oxide, 2 nm | 7.1 | 0.24 |
| Width roughness, 2 nm rms | −6.0 | 0.20 |
| Angular spread ±2° | 2.0 | 0.07 |
| Four times the slices | 1.1 | 0.04 |
| Twice the harmonic order | 0.4 | 0.01 |

The index change is in the real part. The oxide has index 1.457 and is added to all exposed surfaces; with forty slices its entry becomes 7.3. The angular spread is a uniform average in the plane of incidence. The roughness is a Gaussian average over widths that vary slowly along the lines; rapid roughness, which scatters light out of the orders, is not included. A polariser error of 1° admits a TM power fraction $\sin^2 1°=3.0\times10^{-4}$. Since both reflectances lie between 0 and 1, this bounds the change of $R_0$, equivalent to at most about 0.10 nm.

At the sizes assumed here, the real part of the silicon index gives the largest equivalent width error. The imaginary part matters too: lowering it by 0.004 imitates 0.22 nm of width. In a linearised fit of height and width to both orders, the real-part change of 0.01 shifts the width by 0.57 nm and the height by 1.2 nm. Agreement of the two derivative methods to about $10^{-7}$ does not make the inferred width accurate to a tenth of a nanometre if the index is uncertain by 0.01. In such a fit the index should be measured separately or included as a parameter; (6) then supplies its derivative from the same two fields, with the integral taken over all the silicon, substrate included. The bottom plane must here be moved to infinite depth, because a change of the substrate alters the wavenumbers there. Since the silicon absorbs, the fields vanish at that depth, the bottom term is zero and the integral converges.
